# Why a tetrahedral donor's 1s singlet has no linear Stark shift

Suppose that missing inversion symmetry were enough to give a bound electron a permanent dipole. The ground state of a substitutional donor in silicon would then shift in proportion to an applied field, and the shift would change sign with the field. With a dipole length of 0.01 nm and a field of 0.1 kV/cm it would be 0.1 µeV, several times the quadratic shift estimated below. This prediction is wrong for the ground singlet. The opposite conclusion, that no level of the donor can respond linearly, is wrong for the valley triplet. Several contributions must be separated: the symmetry of the site, the symmetry of each level, the microscopic origin of the dipole, spin, and the quadratic response.

## Setting and conventions

The donor sits on a site of symmetry $T_d$. This group contains twofold rotations about the cubic axes, threefold rotations about the body diagonals, mirrors and fourfold rotation-reflections, but not inversion. The origin is the donor nucleus. The electron has charge $-e$, with $e>0$, so a uniform static field $\mathbf F$ adds

$$H'=e\,\mathbf F\cdot\mathbf r .$$

The linear Stark shifts of a level are the eigenvalues of $H'$ within the states of that level alone. This is first-order perturbation theory, and it requires the field energy to be small compared with the distance to other levels. Spin is left out at first.

Silicon has six conduction-band minima, at $\pm k_0$ on each cubic axis. Let $\psi_{\pm j}$ be the donor functions built from the valleys on axis $j$, with $\psi_{-j}=\psi_{+j}^*$ and phases chosen so that the site operations permute them. The six 1s functions form

- a singlet $A_1$, the sum of all six divided by $\sqrt6$;
- a doublet $E$, made of the sums $\psi_{+j}+\psi_{-j}$ with weights $(1,-1,0)$ and $(-1,-1,2)$ on the three axes;
- a triplet $T_2$, with $T_j=(\psi_{+j}-\psi_{-j})/(\sqrt2\,i)$.

An operation that takes $+z$ to $-z$ reverses $T_z$. The three functions $T_x,T_y,T_z$ therefore transform like $x,y,z$. All these functions can be taken real.

## First contribution: the singlet

The density of a singlet is unchanged by every operation of the site. The twofold rotation about $z$ takes $(x,y,z)$ to $(-x,-y,z)$, so

$$\langle x\rangle=-\langle x\rangle=0,\qquad \langle y\rangle=-\langle y\rangle=0 .$$

The twofold rotation about $x$ reverses $z$ and gives $\langle z\rangle=0$. Hence

$$\langle A_1|H'|A_1\rangle=e\,\mathbf F\cdot\langle\mathbf r\rangle=0 .$$

Inversion was never used. It would be sufficient to remove the dipole, but two crossed twofold axes do so as well. A singlet can have a dipole only if some direction is left fixed by all site operations, that is, if the site is polar. A tetrahedral site has four equivalent bond directions, and their sum is zero.

The singlet does register the missing inversion, in a higher moment. The product $xyz$ is unchanged by all operations of $T_d$ but is reversed by inversion, so the octupole $\langle xyz\rangle$ is allowed. For the same reason the lowest odd term in the energy is cubic:

$$E_{A_1}(\mathbf F)=E_0-\kappa F^2+\beta F_xF_yF_z+\dots$$

No linear invariant of $\mathbf F$ exists, the only quadratic one is $F^2$, and the only cubic one is $F_xF_yF_z$.

The doublet also has no linear shift while spin is ignored. Its functions transform like $x^2-y^2$ and $2z^2-x^2-y^2$, which all three twofold rotations leave unchanged. Each component of $\mathbf r$ is reversed by two of these rotations, so every dipole element within $E$ equals its own negative.

## Second contribution: the triplet

Consider $\langle T_i|r_j|T_k\rangle$. Under site operations it behaves like the product $r_ir_jr_k$. A twofold rotation reverses two coordinates. Products such as $x^3$ or $x^2y$ change sign under at least one such rotation, so the corresponding elements vanish. The product $xyz$ survives, and the indices must all differ.

The threefold rotation that takes $x\to y\to z\to x$ gives

$$\langle T_x|y|T_z\rangle=\langle T_y|z|T_x\rangle=\langle T_z|x|T_y\rangle\equiv d .$$

Since the functions are real, exchanging the two states changes nothing, and all six elements equal $d$. In the order $T_x,T_y,T_z$,

$$H'_{T_2}=ed\begin{pmatrix}0&F_z&F_y\\F_z&0&F_x\\F_y&F_x&0\end{pmatrix}.$$

Here inversion matters. If it were a site symmetry, the three states would share one parity, $\mathbf r$ would be odd, and $d$ would vanish. The triplet can use the missing inversion because it offers pairs of different states whose product has the symmetry of a vector component: $T_xT_z$ behaves like $xz$, which in $T_d$ transforms like $y$. The singlet offers only its own invariant density.

In group language, the products of two states of a level must contain the vector representation $T_2$. The symmetric products are

$$[A_1^2]=A_1,\qquad [E^2]=A_1+E,\qquad [T_2^2]=A_1+E+T_2 .$$

The vector occurs 0, 0 and 1 times. The single occurrence is the reason that one constant, $d$, suffices.

Write $a=edF_x$, $b=edF_y$, $c=edF_z$. Expanding the determinant along its first row,

$$\begin{aligned}
\det(\lambda-H')&=\lambda(\lambda^2-a^2)+c(-c\lambda-ab)-b(ac+b\lambda)\\
&=\lambda^3-(a^2+b^2+c^2)\lambda-2abc .
\end{aligned}$$

The linear shifts are therefore the roots of

$$\lambda^3-(edF)^2\lambda-2(ed)^3F_xF_yF_z=0 .$$

For a field along [001] or [110] the last term vanishes, and $\lambda=0,\pm edF$. Along [111], put $w=edF/\sqrt3$. Then

$$\lambda^3-3w^2\lambda-2w^3=(\lambda-2w)(\lambda+w)^2,$$

so one state shifts by $2w$ and two by $-w$. The shifts always add to zero because the matrix has no diagonal elements: the triplet as a whole has no dipole, and the field selects combinations that have one.

## A lattice donor in a field

These statements can be tried on a donor that is diagonalized with the field present. The model is a cubic block of 1331 sites whose band has six minima on the axes, at wavenumber 1.440 per lattice step. The well is $-1.5/\sqrt{r^2+1}$ in band units. A tetrahedral term of strength 0.3 is attractive on the four corner sites $(\pm1,\pm1,\pm1)$ with $xyz=1$ and repulsive on the other four. The three lowest levels are a singlet, a triplet 0.2036 above it and a doublet 0.2564 above it. The lattice numbers in this section belong to this block and are not converged in its size. With $21^3$ sites the two gaps become 0.188 and 0.239, and $d$, the octupole and the polar dipole move by up to about 4% as the block grows. The symmetry statements hold for every block size.

The zero-field triplet gives $d=0.22172$ step. The slopes found separately, from energies in weak fields of both signs along [111], are $-0.12801$, $-0.12801$ and $0.25602$ step. The formula gives $-d/\sqrt3=-0.12801$ and $2d/\sqrt3=0.25602$. Along [123], where all three slopes differ, field runs and cubic roots again agree to the printed digits.

The dipole elements within the singlet and doublet are zero to rounding, about $10^{-14}$ step. The singlet's octupole is not zero: it is $-0.0313$ step³. Its sign is negative although the attractive corners have $xyz>0$. The moment weights outer sites heavily, so it cannot be read as the charge on the corners; the argument needs only that it is nonzero. When the field along [111] is doubled, the odd part of the singlet energy grows by a factor 7.999, as a cubic term requires.

Two changes separate the causes. Without the tetrahedral term the site has inversion, and the triplet's dipole falls to rounding level. With the tetrahedral term kept and an attractive site added at $(0,0,1)$, the site becomes polar, and the ground state acquires $\langle z\rangle=0.0858$ step.

## Third contribution: what makes $d$ nonzero

Symmetry permits $d$ but does not set its size. In the simplest effective-mass picture, $T_x$ contains only the $\pm x$ valleys and $T_z$ only the $\pm z$ valleys. The element $\langle T_x|y|T_z\rangle$ is then purely intervalley. Its integrand oscillates on the scale of the lattice, while the envelopes and the factor $y$ vary slowly. To leading order in smooth envelopes, $d=0$.

The central cell can change this. Near the nucleus the potential is not smooth and couples the valleys. The asymmetry need not sit in the impurity potential, as it does in the lattice donor: the silicon lattice itself lacks inversion about an atom, so even a spherical impurity potential acting on its Bloch functions gives $d\ne0$. Because the site lacks inversion, the coupling can mix into $T_x$ a small amplitude $\eta$ of a $p_y$-like envelope in the $z$ valleys. That function behaves like $yz$, which has the same $T_d$ symmetry as $x$. Now an ordinary intravalley dipole contributes. If $\ell$ is the dipole length between the $s$-like and $p_y$-like envelopes, the admixture in $T_x$ gives $\eta\ell$. The matching admixture in $T_z$ gives the same, so

$$d\approx2\eta\ell$$

to first order in $\eta$, apart from direct intervalley terms. For $\ell$ of order 1 nm, $d=0.01$ nm corresponds to $\eta\approx0.005$. This shows what the assumed value means; it does not predict $\eta$ for a particular donor. The lattice value of $d$ should not be carried over to silicon either, because the band and potential of the model were not fitted to silicon. The lattice donor is also only a few steps wide, with about half of the singlet's weight in wavevector space near the valleys, so it tests the symmetry rules and not this smooth-envelope mechanism.

## Fourth contribution: spin

Spin-orbit coupling divides the six spin states of the triplet into $\Gamma_7$ (two states, $J=1/2$) and $\Gamma_8$ (four states, $J=3/2$), where the triplet is treated as an effective angular momentum $L=1$. Take $edF$ much smaller than the gap between them.

A static electric field preserves time reversal, so it cannot split a Kramers doublet; it can only shift both states together. A linear common shift would define a dipole vector invariant under $T_d$, and there is none. Thus $\Gamma_7$ has no linear shift, and neither has the $A_1$ ground state with electron spin included. Nuclear spin is left out here. With it, symmetry allows terms such as $F_x(S_yI_z+S_zI_y)$ and, for $I>1/2$ as in antimony, $F_x\{I_y,I_z\}$. These act among the hyperfine sublevels without moving their centre, and their size is not estimated here.

For $\Gamma_8$, use $(L_i)_{jk}=-i\epsilon_{ijk}$. Multiplying two such matrices gives, for $i\ne j$, $(L_iL_j)_{kl}=-\delta_{il}\delta_{jk}$. The triplet matrix is therefore

$$H'=-ed\left(F_x\{L_y,L_z\}+F_y\{L_z,L_x\}+F_z\{L_x,L_y\}\right),$$

where $\{A,B\}=AB+BA$. Within $J=3/2$, each rank-two operator in $\mathbf L$ is proportional to the same operator in $\mathbf J$. The stretched state fixes the factor: $3L_z^2-L^2=3-2=1$, while $3J_z^2-J^2=27/4-15/4=3$. So $\{L_y,L_z\}\to\tfrac13\{J_y,J_z\}$.

The projected matrix has zero trace, since a twofold rotation reverses each of its terms. Its four levels form two Kramers pairs, which must lie at $\pm s$, so $4s^2=\mathrm{Tr}\,H'^2$. Cross terms between different field components vanish, again by twofold rotations. For one component,

$$\{J_x,J_y\}=\frac{J_+^2-J_-^2}{2i},\qquad
\mathrm{Tr}\{J_x,J_y\}^2=\tfrac12\mathrm{Tr}(J_+^2J_-^2)=\tfrac12(12+12)=12,$$

because the two nonzero elements of $J_+^2$ are both $2\sqrt3$. Hence

$$4s^2=(edF)^2\,\frac{12}{9},\qquad s=\frac{edF}{\sqrt3}.$$

The splitting is $2edF/\sqrt3$ for every field direction. The direction dependence of the spinless cubic has disappeared.

The spinless result for the doublet $E$ is less robust. With spin it becomes a $\Gamma_8$ level, for which symmetry permits a linear splitting. Spin-orbit mixing with other levels can supply one, and its size is not estimated here.

## Fifth contribution: the quadratic shift

The field also mixes each level with others. For an envelope $\psi$ with $\langle x^2\rangle=a^2$, use the trial function $(1+\gamma x)\psi$. Treating $\psi$ as an eigenstate, the energy change to second order is

$$\Delta E=2\gamma eFa^2+\gamma^2\frac{\hbar^2}{2m}.$$

The minimum lies at $\gamma=-2meFa^2/\hbar^2$ and gives

$$\Delta E=-\kappa F^2,\qquad \kappa=\frac{2me^2a^4}{\hbar^2}.$$

For hydrogen this trial function gives the coefficient 2.000 in atomic units; adding a second radial function raises it to 2.250. The simple form is thus 11% low relative to the latter.

A silicon valley has different masses and radii across and along its axis, hence two coefficients $\kappa_t$ and $\kappa_l$. For a field along $z$, $T_z$ has the longitudinal one and $T_x,T_y$ the transverse one. With $\Delta\kappa=\kappa_t-\kappa_l$, the triplet receives

$$-\kappa_tF^2+\Delta\kappa F^2|T_z\rangle\langle T_z| ,\qquad |T_z\rangle\langle T_z|=1-L_z^2=\tfrac13-\tfrac13(3L_z^2-2).$$

In $\Gamma_8$ the last bracket becomes $(3J_z^2-15/4)/3$, with eigenvalues $\pm1$. The anisotropy therefore contributes $\mp\Delta\kappa F^2/3$ on the diagonal. The linear term connects states whose $J_z$ differs by 2, which have opposite diagonal entries, with an element of size $edF/\sqrt3$. Each resulting $2\times2$ block gives the total splitting

$$\delta=2\sqrt{\left(\frac{edF}{\sqrt3}\right)^2+\left(\frac{\Delta\kappa F^2}{3}\right)^2}.$$

## Weighing the contributions: antimony in silicon

The inputs are rough typical values: $T_2$ and $E$ lie 10 and 12 meV above $A_1$, the triplet is bound by 33 meV, its spin-orbit gap is 300 µeV, the masses are 0.19 and 0.92 electron masses, and the relative permittivity is 11.7. The dipole length $d=0.01$ nm is assumed. The field is 0.1 kV/cm, or $10^{-5}$ V/nm.

The linear energy is $edF=0.01\times10^{-5}$ eV $=0.1$ µeV, far below the spin-orbit gap. The $\Gamma_8$ splitting is

$$\frac{2\times0.1}{\sqrt3}=0.115\ \text{µeV}.$$

Diagonalizing the six spin states gives this value along [001], [110], [111] and [123]. For [123], with $\Gamma_7$ taken below $\Gamma_8$, the linear term moves $\Gamma_7$ by only $-2\times10^{-5}$ µeV, through its coupling to $\Gamma_8$ (the sign reverses for the opposite order); the quadratic shift estimated below, about $-0.015$ µeV, is much larger. The spinless pattern would need $edF$ well above the gap, but equality already requires 300 kV/cm. For a field along [001], the anisotropic quadratic term $\Delta\kappa F^2$, with the trial values given below, reaches the gap much earlier, near 19 kV/cm. For an electron bound by $E_b$ in a uniform field, the tunnelling rate falls roughly as $e^{-S}$ with $S=4\sqrt{2m}\,E_b^{3/2}/(3\hbar eF)$. With the lighter mass and $E_b=33$ meV, $S$ is about 1800 at 0.1 kV/cm but only about 0.6 at 300 kV/cm, so the donor would not hold its electron there. This exponent ignores the lowering of the barrier by the Coulomb attraction, which removes the barrier for a 33 meV level already at about 22 kV/cm. These limits concern an isolated donor. In a cold bulk crystal with free carriers, impact ionization sets in far earlier: a rough balance of field heating against acoustic phonon emission at 4 K lets electrons reach the binding energy at fields of order 0.1 kV/cm. The working field of this example lies at that threshold, so it and the higher fields discussed here presume a region free of carriers.

A variational donor with these masses has radii of 2.44 nm across and 1.40 nm along the valley axis. Its quadratic shifts from the trial formula are $-0.018$ and $-0.009$ µeV, with a valley average of $-0.015$ µeV. The variational function is not an exact eigenstate; a converged solution of the same effective-mass problem gives $-0.021$, $-0.009$ and $-0.017$ µeV. The valley average, $-0.015$ to $-0.017$ µeV, is the estimate for the singlet, whose linear shift is zero. In the triplet, anisotropy barely changes the splitting at this field. For a field along [001], the two parts become equal when

$$F=\frac{\sqrt3\,ed}{\Delta\kappa}\approx2.1\ \text{kV/cm}.$$

This figure is rough, because $\Delta\kappa$ is a difference: the converged response gives 1.4 kV/cm, and adding a short-range attraction that raises the binding to 33 meV gives about 1.9 kV/cm. Well above this field, the splitting for that direction no longer reveals the linear term clearly. Along [111] the three $F_j^2$ are equal, so in this intravalley estimate the anisotropy shifts the whole triplet together and adds nothing to the splitting. Symmetry also allows off-diagonal quadratic terms $F_iF_j$ in the triplet, which do split it along [111]. They are present in the lattice donor, and their size in silicon is not estimated here.

Compared with a real antimony donor, the level spacings are typical but $d$ is uncertain even in order of magnitude, and every linear energy scales with it. A pseudopotential silicon host with a spherical screened Coulomb impurity gives only $10^{-5}$ to $10^{-4}$ nm, but its valley-orbit splitting, about 0.1 meV or less, is some hundred times too small, so it does not fix $d$ for antimony. The variational binding energy is 29.6 meV, somewhat below the triplet's 33 meV and well below the singlet's 43 meV. The real singlet is more compact, so its quadratic shift should be smaller than estimated. Real crystals also break the assumption of a perfect tetrahedral site in a uniform field. A stray field as large as the applied one can bring the linear splitting anywhere between zero and 0.23 µeV, depending on its direction. The Kramers pairs also presume zero magnetic field: counting spin only, 1 mT spreads $\Gamma_8$ over about 0.12 µeV, as much as the linear splitting. Strain along $z$ that alone splits $\Gamma_8$ by 1 µeV (a strain of only about $2\times10^{-7}$ for a deformation potential near 9 eV) adds in quadrature to the linear term for a field along $z$, so the linear term changes the total by only about 0.007 µeV. The anisotropic quadratic term is diagonal like the strain and adds to it directly, $\pm2\Delta\kappa F^2/3$, about $\pm0.006$ µeV with the trial $\Delta\kappa$ and $\pm0.008$ µeV with the converged one. The field-induced change then lies between about $-0.001$ and $0.015$ µeV, depending on the sign of the strain, and the linear part no longer dominates it. Strain along $z$ leaves the site nonpolar, but strain along [110] or [111], or a local defect, can make it polar and so allow the singlet a linear shift.

Observation is demanding for two further reasons. Resolving 0.115 µeV requires a triplet lifetime of at least about $\hbar/\delta=5.7$ ns. The triplet can decay to the singlet by emitting a 10 meV intervalley acoustic phonon. A rough estimate with a typical deformation potential gives tens of picoseconds, a width of order 10 µeV, so this splitting would be buried in the lifetime width. The triplet also holds a negligible share of the bound electrons at 4 K, about $10^{-12}$, and about 6% at 30 K if only the 1s levels are counted. At low temperature it must be filled out of equilibrium, for example by optical excitation out of the singlet. The numerical output lists the values for the 1331-site block and for the trial function.

## Values computed for the example and the checks

```
SELECTION RULE (times the vector occurs in the symmetric square)
A1, E, T2: 0 0 1
LATTICE DONOR (step = lattice spacing, energy = band unit)
sites 1331, valley wavenumber 1.440 per step
Coulomb 1.5, tetrahedral term 0.3
T2 above A1: 0.2036
E above A1:  0.2564
<1-cos k> in Tx, along x and y: 0.584 0.066
largest dipole element in A1: 5.0e-15 step
largest dipole element in E:  1.1e-14 step
octupole <xyz> of A1: -0.0313 step^3
d of the triplet: 0.22172 step
T2 slopes [111], field runs: [-0.12801 -0.12801  0.25602] step
T2 slopes [111], cubic roots: [-0.12801 -0.12801  0.25602] step
T2 slopes [123], field runs: [-0.18974 -0.05399  0.24373] step
T2 slopes [123], cubic roots: [-0.18974 -0.05399  0.24373] step
A1 odd energy, ratio on doubling F along [111]: 7.999
largest T2 dipole with inversion: 1.4e-14 step
ground-state <z> with polar distortion: 0.0858 step
EXAMPLE: Sb in Si, rough inputs; d is assumed
d = 0.01 nm, field = 0.1 kV/cm
T2 and E above A1: 10 and 12 meV (rough)
T2 binding 33 meV (rough)
spin-orbit gap 300 micro-eV (rough)
masses 0.19, 0.92 m_e; permittivity 11.7 (rough)
e d F = 0.1000 micro-eV
Gamma8 splitting, formula: 0.1155 micro-eV
Gamma8 splitting [001], matrix: 0.1155 micro-eV
Gamma8 splitting [110], matrix: 0.1155 micro-eV
Gamma8 splitting [111], matrix: 0.1155 micro-eV
Gamma8 splitting [123], matrix: 0.1155 micro-eV
Gamma7 shift [123]: -2.2e-05 micro-eV
field where e d F equals spin-orbit gap: 300 kV/cm
lifetime hbar/splitting: 5.70 ns
NEGLECTED EFFECTS
variational donor binding: 29.6 meV
radii across, along valley: 2.44, 1.40 nm
hydrogen response, 1 and 2 functions: 2.000, 2.250 a.u.
quadratic shift, transverse: -0.0176 micro-eV
quadratic shift, longitudinal: -0.0092 micro-eV
quadratic shift, valley mean: -0.0148 micro-eV
Gamma8 splitting [001] with anisotropy: 0.1156 micro-eV
field where anisotropy equals linear part: 2.07 kV/cm
tunnelling exponent (rate ~ exp(-value)): 1785
share of bound electrons in T2 at 4 K: 7.5e-13
share of bound electrons in T2 at 30 K: 0.058
```
